# Threshold speed for electronic stopping in the Levine-Louie model: a program that tests the result

```python
"""Threshold speed for electronic stopping in the Levine-Louie gapped electron gas.

Result under test (atomic units): a charge moving at constant speed v loses no
energy to the electrons for v <= v_th, where
    v_th^2 = gap^2/q^2 + (q/2 - kf)^2   with   q^3 (q - 2 kf) = 4 gap^2,
and v_th -> gap/(2 kf) for gap << kf^2.
Symbols: kf Fermi wavenumber, q momentum transfer, omega energy transfer,
u = sqrt(omega^2 - gap^2) the metallic pair energy that the model assigns to omega.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def lindhard(q, u, kf):
    """Closed-form Lindhard function, u real (retarded) or on the positive imaginary axis."""
    z = q / (2 * kf)
    w = (u + 1e-12j) / (q * kf)
    a, b = z - w, z + w
    bracket = ((1 - a**2) * np.log((a + 1) / (a - 1))
               + (1 - b**2) * np.log((b + 1) / (b - 1)))
    return 1 + 4 * kf / (np.pi * q**2) * (0.5 + bracket / (8 * z))


def absorption(q, u, kf):
    """Imaginary part of the Lindhard function for real u >= 0."""
    outer = np.clip(kf**2 - (u / q - q / 2)**2, 0, None) / q**3
    return np.where(u < q * kf - q**2 / 2, 2 * u / q**3, outer)


def gapped(q, omega, gap, kf):
    """Full Levine-Louie dielectric function."""
    return lindhard(q, np.sqrt(omega**2 - gap**2 + 0j), kf)


def threshold(gap, kf):
    """Momentum transfer at threshold and threshold speed."""
    if gap == 0:
        return 2 * kf, 0.0
    q = brentq(lambda x: x**3 * (x - 2 * kf) - 4 * gap**2,
               2 * kf, 2 * kf + np.sqrt(2 * gap), xtol=1e-14)
    return q, np.sqrt(gap**2 / q**2 + (q / 2 - kf)**2)


nodes, weights = np.polynomial.legendre.leggauss(120)
nodes, weights = (nodes + 1) / 2, weights / 2


def stopping(speed, gap, kf):
    """Stopping of a unit charge, integrated over q and u, for speed < kf."""
    q_best, v_min = threshold(gap, kf)
    if speed <= v_min:
        return 0.0

    def room(q):
        return (q * speed)**2 - gap**2 - max(0.0, q * q / 2 - q * kf)**2

    q_low = brentq(room, 1e-9, q_best) if gap > 0 else 0.0
    q_high = brentq(room, q_best, 2.0001 * (kf + speed))
    cuts = [q_low, q_high]
    if q_low < 2 * kf < q_high:
        cuts.insert(1, 2 * kf)
    total = 0.0
    for left, right in zip(cuts[:-1], cuts[1:]):
        q = (left + (right - left) * nodes)[:, None]
        low = np.maximum(0, q**2 / 2 - q * kf)
        top = np.sqrt(np.maximum((q * speed)**2 - gap**2, 0))
        top = np.maximum(top, low)
        middle = np.clip(np.abs(q * kf - q**2 / 2), low, top)
        inner = 0.0
        for start, stop in ((low, middle), (middle, top)):
            u = start + (stop - start) * nodes[None, :]
            e1, e2 = lindhard(q, u, kf).real, absorption(q, u, kf)
            inner = inner + (stop - start)[:, 0] * ((u * e2 / (e1**2 + e2**2)) @ weights)
        total += (right - left) * np.sum(weights * inner / q[:, 0])
    return 2 * total / (np.pi * speed**2)


def onset(speed, gap, kf):
    """Leading law for the stopping just above threshold."""
    q, v = threshold(gap, kf)
    u = q**2 / 2 - q * kf
    screen = lindhard(q, u, kf).real
    curvature = 1 + gap**2 * v**2 / u**3
    height = q**2 * v * (speed - v) / u
    return (32 * np.sqrt(2) * kf * u / (15 * np.pi * v**2 * q**5 * screen**2)
            * height**2.5 / np.sqrt(curvature))


# ---------- dielectric function: absorption integral against a Fermi-sphere sum
KF, GAP = 1.0, 0.5


def fermi_sphere_sum(q, eta):
    """Dielectric function at imaginary frequency i*eta, summed over occupied states."""
    def slice_term(kz):
        cost = q * kz + q**2 / 2
        return np.pi * (KF**2 - kz**2) * 2 * cost / (cost**2 + eta**2)
    value = quad(slice_term, -KF, KF, limit=200)[0]
    return 1 + 4 * np.pi / q**2 * 2 / (2 * np.pi)**3 * value


def gapped_absorption(q, omega):
    return float(absorption(q, np.sqrt(max(omega**2 - GAP**2, 0)), KF))


for q_test in (0.7, 1.2, 2.6):
    low_u = max(0.0, q_test**2 / 2 - q_test * KF)
    kink_u = abs(q_test * KF - q_test**2 / 2)
    high_u = q_test**2 / 2 + q_test * KF
    edges = [np.sqrt(GAP**2 + x**2) for x in (low_u, kink_u, high_u)]
    for w_test in (0.0, 0.3):
        kk = 1 + 2 / np.pi * sum(
            quad(lambda x: x * gapped_absorption(q_test, x) / (x**2 - w_test**2),
                 a, b, limit=200)[0] for a, b in zip(edges[:-1], edges[1:]) if b > a)
        direct = fermi_sphere_sum(q_test, np.sqrt(GAP**2 - w_test**2))
        assert abs(kk - direct) < 1e-6
        assert abs(gapped(q_test, w_test, GAP, KF) - direct) < 1e-6

# above the gap: principal-value integral against the closed form
q_test, w_test = 1.2, 1.2
kink = np.sqrt(GAP**2 + (q_test * KF - q_test**2 / 2)**2)
last = np.sqrt(GAP**2 + (q_test * KF + q_test**2 / 2)**2)
singular = quad(lambda x: x * gapped_absorption(q_test, x) / (x + w_test),
                0.8, 1.6, weight='cauchy', wvar=w_test)[0]
regular = sum(quad(lambda x: x * gapped_absorption(q_test, x) / (x**2 - w_test**2),
                   a, b, limit=200)[0] for a, b in ((GAP, kink), (kink, 0.8), (1.6, last)))
closed = gapped(q_test, w_test, GAP, KF)
assert abs(1 + 2 / np.pi * (singular + regular) - closed.real) < 1e-6
assert abs(gapped_absorption(q_test, w_test) - closed.imag) < 1e-9

# ---------- threshold: brute-force search over electron-hole pairs
k_grid = np.linspace(0, KF, 31)[None, :, None]
cos_grid = np.linspace(-1, 1, 61)[None, None, :]
q_grid = np.linspace(1.0, 4.0, 2001)[:, None, None]
pair = k_grid * q_grid * cos_grid + q_grid**2 / 2
allowed = k_grid**2 + 2 * pair >= KF**2 - 1e-12
for gap_test in (0.5, 1.5):
    ratio = np.where(allowed, np.sqrt(gap_test**2 + pair**2) / q_grid, np.inf)
    found = ratio.min()
    assert abs(found / threshold(gap_test, KF)[1] - 1) < 1e-5
del pair, allowed, ratio

# no loss anywhere in reach below threshold, some loss just above it
q_star, v_star = threshold(GAP, KF)
q_map = np.linspace(0.1, 4.0, 700)[:, None]
fraction = np.linspace(0.001, 1.0, 500)[None, :]
below = gapped(q_map, q_map * 0.98 * v_star * fraction, GAP, KF)
above = gapped(q_map, q_map * 1.02 * v_star * fraction, GAP, KF)
assert np.max(np.abs((-1 / below).imag)) < 1e-8 and below.real.min() >= 1
assert np.max((-1 / above).imag) > 1e-4

# small-gap limit and its first correction
for gap_test, tolerance in ((0.1, 0.03), (0.03, 0.003)):
    deficit = 1 - threshold(gap_test, KF)[1] / (gap_test / (2 * KF))
    assert abs(deficit / (gap_test**2 / (8 * KF**4)) - 1) < tolerance

# ---------- stopping: original frequency integral against the transformed one
v_test = 2 * v_star
count = 1200
q_edge = np.linspace(0.1, 2 * (KF + v_test), count + 1)
q_mid = ((q_edge[1:] + q_edge[:-1]) / 2)[:, None]
t_mid = ((np.arange(count) + 0.5) / count)[None, :]
omega_map = q_mid * v_test * t_mid
loss_map = (-1 / gapped(q_mid, omega_map, GAP, KF)).imag
direct = (2 / (np.pi * v_test**2) * np.sum(omega_map * loss_map * v_test)
          * (q_edge[1] - q_edge[0]) / count)
assert abs(direct / stopping(v_test, GAP, KF) - 1) < 3e-3   # midpoint grid error

# onset coefficient and exponent
near = [stopping(v_star * (1 + d), GAP, KF) for d in (1e-5, 2e-5)]
onset_ratio = near[0] / onset(v_star * (1 + 1e-5), GAP, KF)
onset_power = np.log2(near[1] / near[0])
assert abs(onset_ratio - 1) < 0.01
assert abs(onset_power - 2.5) < 0.02

# ---------- slow protons in CdTe, rough typical parameters
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
speed_unit = const.physical_constants['atomic unit of velocity'][0] * 1e-5
proton = const.m_p / const.m_e
arsenic = 75 * const.atomic_mass / const.m_e
lattice, band_gap, dielectric = 6.5, 1.5, 7.0
density = 4 * 8 / lattice**3
kf = (3 * np.pi**2 * density)**(1 / 3) * bohr
fermi = kf**2 / 2
plasma = np.sqrt(4 * np.pi * density * bohr**3)
gap = band_gap / hartree
q_th, v_th = threshold(gap, kf)
simple = gap / (2 * kf)
screen_gap = plasma / np.sqrt(dielectric - 1)
v_screen = threshold(screen_gap, kf)[1]
static = 1 + plasma**2 / gap**2
assert abs(gapped(0.02 * gap / kf, 0.0, gap, kf).real / static - 1) < 1e-3


def recoil_speed(q):
    return np.sqrt(gap**2 + max(0, q * q / 2 - q * kf)**2) / q + q / (2 * proton)


recoil = minimize_scalar(recoil_speed, bounds=(1.5 * kf, 3 * kf), method='bounded',
                         options={'xatol': 1e-10}).fun
assert abs((recoil - v_th) / (q_th / (2 * proton)) - 1) < 0.01
shortest_g = 2 * np.pi * np.sqrt(3) / lattice * bohr
v_lattice = gap / (2 * kf + shortest_g)
v_dilute = threshold(gap, kf * 0.5**(1 / 3))[1]
v_defect = threshold(gap / 2, kf)[1]
thermal = const.k * 300 / const.e

print("MODEL CHECKS (kf = 1, gap = 0.5, atomic units)")
print(f"threshold momentum transfer: {q_star:.4f} a.u.")
print(f"threshold speed: {v_star:.5f} a.u.; pair search tested")
print(f"stopping / onset law at 1e-5 above threshold: {onset_ratio:.4f}")
print(f"onset exponent from stopping: {onset_power:.4f}")
print("threshold divided by gap/(2 kf), against gap/Fermi energy:")
for x in (0.1, 0.5, 1.0, 2.0):
    g = x * KF**2 / 2
    print(f"  gap/EF = {x:.1f}: ratio = {threshold(g, KF)[1] * 2 * KF / g:.5f}")
print("CdTe, ROUGH INPUTS")
print(f"lattice constant: {lattice:.1f} angstrom")
print(f"band gap: {band_gap:.1f} eV; dielectric constant: {dielectric:.1f}")
print("DERIVED QUANTITIES")
print(f"valence density: {density:.4f} angstrom^-3")
print(f"Fermi wavenumber: {kf / bohr:.4f} angstrom^-1")
print(f"Fermi energy: {fermi * hartree:.3f} eV")
print(f"plasmon energy: {plasma * hartree:.3f} eV")
print(f"gap / Fermi energy: {gap / fermi:.4f}")
print(f"threshold momentum / (2 kf): {q_th / (2 * kf):.6f}")
print(f"gap/(2 hbar kf): {simple * speed_unit:.5f} angstrom/fs")
print(f"full threshold speed: {v_th * speed_unit:.5f} angstrom/fs")
print(f"full threshold speed, converted: {v_th:.5f} a.u.")
print(f"proton energy at threshold: {proton * v_th**2 / 2 * hartree:.2f} eV")
print(f"arsenic energy at threshold: {arsenic * v_th**2 / 2 * hartree:.0f} eV")
print("STOPPING OF A PROTON, linear response, eV/angstrom")
print("v/v_th  v(angstrom/fs)  band gap   screening gap  no gap")
force = hartree / bohr
for factor in (0.95, 1.05, 1.2, 1.5, 2.0, 3.0, 5.0):
    v = factor * v_th
    row = [stopping(v, g, kf) * force for g in (gap, screen_gap, 0.0)]
    print(f"{factor:5.2f}   {v * speed_unit:8.4f}      "
          f"{row[0]:.3e}  {row[1]:.3e}      {row[2]:.3e}")
v = 1.05 * v_th
print(f"onset law / stopping at 1.05 v_th: {onset(v, gap, kf) / stopping(v, gap, kf):.3f}")
print("NEGLECTED EFFECTS AND AMBIGUITY OF THE GAP")
print(f"static dielectric constant with band gap: {static:.1f}")
print(f"gap that gives the input constant: {screen_gap * hartree:.3f} eV")
print(f"threshold with that gap: {v_screen * speed_unit:.4f} angstrom/fs")
print(f"proton energy there: {proton * v_screen**2 / 2 * hartree:.1f} eV")
print(f"shortest reciprocal vector: {shortest_g / bohr:.4f} angstrom^-1")
print(f"threshold ratio with lattice momentum: {v_lattice / v_th:.3f}")
print(f"threshold ratio at half density: {v_dilute / v_th:.3f}")
print(f"threshold ratio with midgap level: {v_defect / v_th:.3f}")
print(f"threshold ratio with proton recoil: {recoil / v_th:.4f}")
print(f"thermal energy at 300 K: {thermal:.4f} eV")
print(f"carrier factor exp(-gap/2kT): {np.exp(-band_gap / (2 * thermal)):.2e}")
print(f"proton coupling e^2/(hbar v_F): {1 / kf:.3f}")
print("PASS")
```

Output:

```
MODEL CHECKS (kf = 1, gap = 0.5, atomic units)
threshold momentum transfer: 2.1069 a.u.
threshold speed: 0.24326 a.u.; pair search tested
stopping / onset law at 1e-5 above threshold: 1.0000
onset exponent from stopping: 2.5000
threshold divided by gap/(2 kf), against gap/Fermi energy:
  gap/EF = 0.1: ratio = 0.99969
  gap/EF = 0.5: ratio = 0.99250
  gap/EF = 1.0: ratio = 0.97304
  gap/EF = 2.0: ratio = 0.91954
CdTe, ROUGH INPUTS
lattice constant: 6.5 angstrom
band gap: 1.5 eV; dielectric constant: 7.0
DERIVED QUANTITIES
valence density: 0.1165 angstrom^-3
Fermi wavenumber: 1.5110 angstrom^-1
Fermi energy: 8.699 eV
plasmon energy: 12.675 eV
gap / Fermi energy: 0.1724
threshold momentum / (2 kf): 1.001848
gap/(2 hbar kf): 0.75408 angstrom/fs
full threshold speed: 0.75338 angstrom/fs
full threshold speed, converted: 0.03444 a.u.
proton energy at threshold: 29.63 eV
arsenic energy at threshold: 2206 eV
STOPPING OF A PROTON, linear response, eV/angstrom
v/v_th  v(angstrom/fs)  band gap   screening gap  no gap
 0.95     0.7157      0.000e+00  0.000e+00      2.310e-01
 1.05     0.7911      3.011e-04  0.000e+00      2.554e-01
 1.20     0.9041      7.544e-03  0.000e+00      2.920e-01
 1.50     1.1301      4.991e-02  0.000e+00      3.653e-01
 2.00     1.5068      1.681e-01  0.000e+00      4.879e-01
 3.00     2.2602      4.561e-01  0.000e+00      7.347e-01
 5.00     3.7669      1.036e+00  1.493e-01      1.236e+00
onset law / stopping at 1.05 v_th: 1.101
NEGLECTED EFFECTS AND AMBIGUITY OF THE GAP
static dielectric constant with band gap: 72.4
gap that gives the input constant: 5.175 eV
threshold with that gap: 2.5743 angstrom/fs
proton energy there: 345.9 eV
shortest reciprocal vector: 1.6743 angstrom^-1
threshold ratio with lattice momentum: 0.644
threshold ratio at half density: 1.258
threshold ratio with midgap level: 0.500
threshold ratio with proton recoil: 1.0127
thermal energy at 300 K: 0.0259 eV
carrier factor exp(-gap/2kT): 2.52e-13
proton coupling e^2/(hbar v_F): 1.251
PASS
```
